# Can a tensile film delaminate from its edge without buckling?

## Question

I have a 500 nm molybdenum film on soda-lime glass, with an in-plane tension of about 1 GPa. My picture of delamination comes from compressed films: a patch loses its bond, the film over it buckles upward, and the buckle pries the interface open. A film in tension is pulled flat, so it seems to have no reason to leave the glass. Yet I am told that it may come off from its edges.

What would drive such a crack if the film cannot buckle? Why should an edge matter? And how do I estimate whether my film is safe, including when the coated glass is heated to 700 K?

## Answer

Your picture is right about buckling, but buckling is not the only way to release elastic energy. A tensile film can release energy by contracting in its own plane, provided that it has an edge from which to contract.

Let $x$ point inward from a straight film edge, $y$ run along the edge, and $z$ point out of the glass. The film has thickness $h$, Young modulus $E$ and Poisson ratio $\nu$. It is isotropic and linearly elastic, with in-plane stresses $\sigma_x,\sigma_y$ that are uniform through the thickness and positive in tension. The interface is flat and the glass is much thicker than the film.

### Why tension prevents buckling

Suppose that a strip $-b<x<b$ has already lost its bond but is still held at both sides. Give it a deflection $w(x)$, with $w=w'=0$ at $x=\pm b$, and an in-plane displacement $u(x)$ that vanishes there. For small slopes, the added stretching strain is

$$e=u'+\tfrac12 w'^2 .$$

Write $E'=E/(1-\nu^2)$ for the plane-strain modulus and $D=E'h^3/12$ for the bending stiffness. The energy change per unit length along $y$ is the work against the existing stress, plus the energy of added stretching, plus the bending energy:

$$\Delta U=\int_{-b}^{b}\left(\sigma_xh\,e+\tfrac12E'h\,e^2+\tfrac12Dw''^2\right)dx .$$

The ends do not move, so $\int u'\,dx=u(b)-u(-b)=0$. Therefore

$$\Delta U=\tfrac12\int_{-b}^{b}\left(\sigma_xh\,w'^2+Dw''^2+E'h\,e^2\right)dx .$$

For $\sigma_x>0$ no term is negative. Every such deflection costs energy, and the flat state is stable.

Under compression, put $\sigma_x=-s$ with $s>0$. The first term is now negative. At the onset of buckling the deflection is small, so $e^2$ is of higher order, and minimizing the rest gives

$$Dw''''+sh\,w''=0 .$$

With $k^2=sh/D$, the even solution is $w=A+C\cos kx$. The condition $w'(b)=0$ requires $\sin kb=0$, whose first non-trivial root is $kb=\pi$; $w(b)=0$ then fixes $A=C$. The odd solution $w=Bx+F\sin kx$ requires $\tan kb=kb$, whose first positive root, about 4.49, is higher. The threshold for deflections that do not vary along $y$ is thus

$$s_c=\frac{\pi^2D}{hb^2}=\frac{\pi^2E'}{12}\left(\frac hb\right)^2 .$$

For your film take the rough values $E=320$ GPa and $\nu=0.30$, so that $E'=320/0.91=351.6$ GPa. With rigidly clamped sides, as assumed here, a detached strip with $b=20h$ buckles at a compression of 0.72 GPa. A real film is held only at its underside, and glass is softer than the film. Both let the sides rotate slightly, which together lowers this threshold by roughly 10 percent. At 1 GPa of compression it would buckle; at 1 GPa of tension it is stiffer against deflection than an unstressed strip.

### What an edge makes possible

Consider first a debond beneath the middle of an uncut film. The film stress is uniform and lies in the plane, so $\sigma_{xz}=\sigma_{zz}=0$ at the interface. The bond there carries no load. Removing it changes no force, the film does not move, and no energy is released. A large stored energy is therefore not sufficient for delamination.

At a free edge the situation differs. The end face carries no force, while far inside the film carries a tension $\sigma_xh$ per unit length of edge. Consider the piece of film between these two sections. The film farther in pulls it inward with force $\sigma_xh$, and nothing pulls on its outer end. The interface must supply the balancing shear force:

$$\int \tau\,dx=\sigma_xh ,$$

where $\tau$ is the magnitude of the outward shear traction on the film. The shear traction is largest at the edge and fades inward over many film thicknesses, because the film is much stiffer than the glass. If the bond fails there, the freed film contracts inward, and the load moves to the new end of the bonded region. The crack thus moves inward without any buckling.

### The energy available to the crack

Let the crack have length $a$, measured from the film edge. The energy release rate $G$ is the elastic energy released per unit of new crack area, with the outer supports fixed so that they do no work.

Once the crack is long compared with the region disturbed by its tip, advancing it by $da$ only shifts the tip field. The net change is that a strip of width $da$ has passed from the bonded state far ahead to the released state far behind. The energy stored near the tip, including that in the glass, is carried along unchanged. So $G$ is the difference between two uniform film energies per unit area.

Ahead of the crack, Hooke's law with $\sigma_z=0$ gives the elastic strains

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad
\varepsilon_y=\frac{\sigma_y-\nu\sigma_x}{E}.$$

The energy per area is

$$U_0=\frac h2(\sigma_x\varepsilon_x+\sigma_y\varepsilon_y)
=\frac h{2E}(\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y).$$

Behind the crack the film is free to contract along $x$, so $\sigma_x'=0$. It cannot contract along $y$, because a long flap is still joined to the bonded film along the whole crack front. Hence $\varepsilon_y$ keeps its value. With $\sigma_x'=0$, Hooke's law reads $\varepsilon_y=\sigma_y'/E$, and therefore

$$\sigma_y'=\sigma_y-\nu\sigma_x,\qquad
U_1=\frac h{2E}(\sigma_y-\nu\sigma_x)^2 .$$

Expanding the square and subtracting,

$$U_0-U_1=\frac h{2E}\left[\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y
-\sigma_y^2+2\nu\sigma_x\sigma_y-\nu^2\sigma_x^2\right].$$

All terms containing $\sigma_y$ cancel, which leaves

$$\boxed{G=\frac{(1-\nu^2)\sigma_x^2h}{2E}=\frac{\sigma_x^2h}{2E'}}$$

The stress along the edge does not enter $G$, although it does affect what remains in the flap. The stiffness of a thick substrate does not enter either: it shapes the tip field, but that field is merely translated.

For equal tension, $\sigma_x=\sigma_y=\sigma$, the stored energy is $U_0=(1-\nu)\sigma^2h/E$. The released fraction is

$$\frac{G}{U_0}=\frac{(1-\nu)(1+\nu)}{2(1-\nu)}=\frac{1+\nu}{2}.$$

With $\nu=0.30$ this is 0.65. The rest stays in the flap as a tension $(1-\nu)\sigma$ along the edge. An island that comes off completely is a different case, because it can contract in both directions. If it is so much wider than $h$ that the relaxation near its edges before debonding is negligible, it gives up all of $U_0$, averaged over its area.

### Does the released flap stay unbuckled?

For equal biaxial tension it does, since the remaining stress $(1-\nu)\sigma$ is positive. For unequal stresses the answer can change. Take $\sigma_x=1.00$ GPa and $\sigma_y=0.10$ GPa, both tensile. After release,

$$\sigma_y'=0.10-0.30\times1.00=-0.20\ \text{GPa}.$$

The flap is now compressed along the edge and may ripple if it is wide enough. This rippling would follow the delamination, not start it. The condition for a flap free of compression is $\sigma_y\ge\nu\sigma_x$.

### Which way the crack faces move

The energy formula contains $\sigma_x^2$ and cannot tell tension from compression. The motion of the crack faces can.

Start from the uncut tensile film and create the free end by adding a force that cancels the tension there. With the film lying to the right of its edge, this added force pushes the end to the right, and it acts at mid-thickness. The interface resists with a force to the left on the underside of the film. The two forces form a clockwise couple, which tends to raise the detached part on the left. The crack opens slightly, although the film has not buckled.

This argument gives the sense of the couple but not the full displacement, so I tested the sign with a two-dimensional finite-element calculation. It used your film on glass with rough values $E=70$ GPa and $\nu=0.22$; the glass was 20 film thicknesses deep and fixed at its base. For a crack of length $8h=4000$ nm, the faces were apart at every mesh point along the crack, 50 nm from one to the next, and the gap between film and glass at the film edge was about 25 nm. On a much finer mesh the linear solution overlaps within about 0.6 nm of the tip. This is the usual behaviour of a crack between dissimilar solids, and here it lies at a scale of a few atoms, where the continuum model no longer applies.

Reversing the stress in the same linear calculation gives a gap of about $-25$ nm. The faces would overlap, which is impossible, so contact must be included. A compressed film can still release energy by sliding outward from an edge, but its faces then press on each other over part of the crack, and friction there takes a share. Opening a compressed film widely is where buckling becomes important.

Even in tension the crack is mostly sheared. Over a distance of 50 nm at the tip, opening accounts for about 10 percent of $G$ and shear for the rest. The distance must be quoted because, between dissimilar solids, this division depends on the distance over which it is evaluated. It also matters in practice: an interface toughness measured mainly in opening need not apply to this crack.

### How long must the crack be?

The derivation assumed a long crack. The same finite-element model gives $G$ for short ones, from the change of total energy as the crack advances. Relative to the boxed formula, the result is 0.995 at $a=0.5h$ and 1.000 at $a=h$, $2h$, $4h$ and $8h$. For this film and this edge, where the glass extends beyond the film, the steady value is reached within one film thickness. Cracks shorter than $0.5h$ were not calculated.

Two further results test the derivation. The forces and openings at the crack tip, which do not rely on the argument of a translated field, also give a ratio of 1.000 at $a=8h$. Replacing the glass by a substrate as stiff as the film leaves the ratio at 1.000, as the formula requires.

Since $G$ no longer depends on $a$, a growing crack does not relieve its own driving force. If the stress and the toughness are uniform, a crack that can grow at this stage can continue to grow. The argument fails when the front comes near another edge, because there is then no undisturbed bonded film ahead of it. Corners and strongly curved fronts also need a separate treatment.

### Your film at room temperature

The crack can advance when $G$ reaches the interface toughness $\Gamma$, taken at the appropriate mixture of opening and shear. I choose $\Gamma=1.5$ J/m² for illustration; it is not a measured property of your interface. Then

$$G=\frac{(1.00\times10^9)^2(500\times10^{-9})}{2(351.6\times10^9)}
=0.711\ \text{J/m}^2 ,$$

or 4.44 eV/nm². This is less than half of $\Gamma$, so in this model the edge crack does not grow.

Setting $G=\Gamma$ at fixed stress gives the critical thickness

$$h_c=\frac{2E'\Gamma}{\sigma^2}
=\frac{2(351.6\times10^9)(1.5)}{(1.00\times10^9)^2}\ \text{m}\approx1055\ \text{nm}.$$

Thickness matters because the stored energy per area grows with $h$, whereas the cost of breaking the interface does not. Setting $G=\Gamma$ at fixed thickness instead gives a critical stress

$$\sigma_c=\sqrt{\frac{2E'\Gamma}{h}}\approx1.45\ \text{GPa}.$$

These are thresholds for growth. Below them a steady edge crack is not driven forward. Above them a crack that has reached the steady stage can grow. How such a crack starts at the edge is not treated here, so the need for a starting flaw should not be counted on as protection.

### The effect of heating

Rough thermal expansion coefficients are $5\times10^{-6}$ per K for molybdenum and $9\times10^{-6}$ per K for the glass. The thick glass sets the expansion of the bonded film. On heating from 300 K to 700 K, the film is therefore stretched elastically by

$$\Delta\varepsilon=(9-5)\times10^{-6}\times400=1.6\times10^{-3}$$

in both directions. For equal stresses, Hooke's law gives $\Delta\varepsilon=(1-\nu)\Delta\sigma/E$, so

$$\Delta\sigma=\frac{E\,\Delta\varepsilon}{1-\nu}
=\frac{320\times1.6\times10^{-3}}{0.70}\approx0.731\ \text{GPa}.$$

The tension rises to 1.731 GPa. Because $G$ varies as the square of the stress,

$$G_{700}=0.711\times1.731^2\approx2.13\ \text{J/m}^2 .$$

This exceeds the chosen toughness, and the critical thickness falls to about 350 nm. A 500 nm film that is safe at room temperature is no longer safe at 700 K in this model. The threshold is crossed when the added stress reaches $1.453-1.000=0.453$ GPa, at

$$T\approx300+400\times\frac{0.453}{0.731}\approx550\ \text{K}.$$

The calculation keeps $E$, $\nu$, the expansion coefficients and $\Gamma$ fixed during heating, and allows no plastic flow or other stress relaxation.

### Two effects left out so far

A real glass plate can bend. Let its thickness be $H\gg h$ and its plane-strain modulus $E'_s$. The film force $F=\sigma h$ compresses the plate and, acting at a distance of about $H/2$ from its mid-plane, also bends it with moment $FH/2$. Releasing the film recovers both energies:

$$\frac{F^2}{2E'_sH}+\frac{(FH/2)^2}{2E'_sH^3/12}
=\frac{F^2}{2E'_sH}(1+3)=\frac{2F^2}{E'_sH}.$$

The film's own contribution is $\sigma^2h/(2E')=F^2/(2E'h)$. Dividing by it gives the relative increase of $G$:

$$\frac{\Delta G}{G}=\frac{4E'h}{E'_sH}.$$

For glass 1 mm thick this is about 1 percent, which is negligible beside the effect of heating.

The second effect is a competing failure. A tensile film can also crack through its thickness, with the crack running along the film as a channel. For a channel that stops at the interface, the finite-element model gives 5.32 J/m² per unit area of cracked film, and 5.53 J/m² when the mesh resolution is doubled. The calculation approaches the energy release from below and converges slowly, because the stress is singular where the channel meets the glass. A mesh refined strongly toward that corner gives about 5.9 J/m², and about 6.0 J/m² for much deeper glass. This is roughly eight times the $G$ of the edge crack. At 700 K the same scaling with $\sigma^2$ gives about 18 J/m² (17 J/m² from the unconverged value).

The larger number does not mean that the film must crack first. Each driving force has to be compared with its own resistance: $\Gamma$ for the interface, and the fracture energy of the film for the channel. Edge delamination without channel cracking requires a film that is tough enough to withstand the larger value, or that has no flaw from which a channel can start. If a channel does form, it creates two new film edges from which delamination can start.

### How close is this to a real back contact?

Molybdenum on soda-lime glass is used as the back contact of some thin-film solar cells, and a thickness of several hundred nanometres is typical. The stress of sputtered molybdenum depends strongly on the deposition conditions and may have either sign; 1 GPa of tension is a high value. At 0.5 GPa, the room-temperature $G$ would be one quarter of 0.711, or about 0.18 J/m². Adding the same thermal stress would give $0.711\times1.231^2\approx1.08$ J/m² at 700 K, below the chosen toughness.

Real films also depart from the assumed dense, elastic solid. A porous film has a lower modulus; if $E$ were 20 percent lower at the same measured stress, $G$ at room temperature would be 25 percent higher. Stress relaxation during heating acts the other way. If it removed the whole thermal increment, $G$ would return from 2.13 to 0.71 J/m². Moisture can also weaken an interface with glass, so a toughness measured in dry air may be too optimistic.

To judge your film, measure its stress, including how the stress changes on heating, and the interface toughness under shear-dominated loading. Then compare $\sigma_x^2h/(2E')$ with that toughness at the highest tension the film will meet, and also under the temperature and humidity at which the interface is weakest. The absence of buckles tells you little about this comparison. The numerical output below lists the values used here.

## Numbers as computed

```
Mo Young modulus (rough): 320 GPa
Mo Poisson ratio (rough): 0.30
Glass Young modulus (rough): 70 GPa
Glass Poisson ratio (rough): 0.22
Film stress: 1.00 GPa
Film thickness: 500 nm
Chosen toughness: 1.50 J/m^2
Film plane-strain modulus: 351.6 GPa
Stored film energy: 1.094 J/m^2
Energy left after release: 0.383 J/m^2
Steady G: 0.711 J/m^2
Steady G converted: 4.44 eV/nm^2
Released energy fraction: 0.650
Stress left along edge: 0.70 GPa
Unequal case, initial stress along edge: 0.10 GPa
Unequal case, final stress along edge: -0.20 GPa
Detached strip half-width: 10.0 um
Compressive buckling stress, formula: 0.723 GPa
Compressive buckling stress, numerical: 0.723 GPa
Lowest stiffness in tension / unstressed: 2.31
Lowest stiffness in compression / unstressed: -0.41
Finite-element G / steady G at a/h=0.5: 0.995
Finite-element G / steady G at a/h=1.0: 1.000
Finite-element G / steady G at a/h=2.0: 1.000
Finite-element G / steady G at a/h=4.0: 1.000
Finite-element G / steady G at a/h=8.0: 1.000
Same ratio, matched substrate, a/h=8: 1.000
Same ratio from tip forces, a/h=8: 1.000
Tip partition length: 50 nm
Opening share of G at that length: 0.096
Edge lift in tension, a/h=8: 25.4 nm
Linear edge gap in compression: -25.4 nm
Interior debond, largest displacement / h: 2.8e-17
Critical thickness at room temperature: 1055 nm
Critical stress for this film: 1.453 GPa
Mo thermal expansion (rough): 5.0 ppm/K
Glass thermal expansion (rough): 9.0 ppm/K
Room temperature: 300 K
Process temperature: 700 K
Added thermal stress: 0.731 GPa
Hot film stress: 1.731 GPa
Hot steady G: 2.131 J/m^2
Hot critical thickness: 352 nm
Temperature where steady G meets toughness: 547 K
Glass thickness: 1.0 mm
Substrate-bending increase of G: 0.96 percent
Channel-crack G, coarse mesh: 5.32 J/m^2
Channel-crack G, fine mesh: 5.53 J/m^2
Channel-crack G / edge steady G: 7.8
Hot channel-crack G: 16.6 J/m^2
```
